Why (dI/dV)/(I/V) is not the sample density of states

In tunnelling spectroscopy the ratio N = (dI/dV)/(I/V) removes the constant prefactor of the current and most of its dependence on the gap. It does not return the density of states (DOS) of the sample. A sample with a perfectly flat DOS, under a perfectly flat tip, gives

N = x coth x,  x = βeV/2,

when the logarithm of the barrier transmission rises linearly, at the rate β, with the energy measured from midway between the two Fermi levels. For a gap of 0.7 nm and a work function of 4.5 eV this is 1.81 at 2 V, although the DOS is the same at every energy. A structured tip adds peaks that the sample does not possess.

**The model and its signs**

Two metals face each other across a vacuum gap z. They have the same work function φ. Tunnelling is elastic and one-dimensional, and the temperature is zero. V is the sample bias, and v = eV is the corresponding energy, with e > 0. Electron energies E are counted from the sample Fermi level. A positive sample bias lowers the electron energies of the sample relative to those of the tip, so the tip Fermi level lies at E = v.

At distance s from the sample the top of the barrier is at φ + vs/z. Its mean over the gap is φ + v/2, and an electron of energy E sees the mean height

φ + v/2 − E = φ − u,  u = E − v/2.

The semiclassical (WKB) transmission, with the true barrier replaced by its mean, is

T(u) = exp[−2z√(2m(φ − u))/ħ].

Here m is the electron mass. With ρs and ρt the sample and tip DOS, each relative to a flat background, the current is

I(v) = C ∫₀^v ρs(E) ρt(E − v) T(E − v/2) dE.

C is a constant. The argument of ρt is the energy from the tip's own Fermi level. For v < 0 the integral runs backwards and I is negative, as it should be. Since dI/dV = e dI/dv,

N = (V/I) dI/dV = (v/I) dI/dv = d ln|I| / d ln|v|,

and C cancels.

**The counter-example: nothing but flat DOS**

Set ρs = ρt = 1. At fixed v, dE = du, and the limits E = 0 and E = v become u = −v/2 and u = v/2:

I = C ∫_{−v/2}^{v/2} T(u) du.

Each limit moves at the rate ½, so

dI/dv = (C/2)[T(v/2) + T(−v/2)].

N is therefore the average of T at the two ends of the window, divided by the average of T over the window. These are equal when T is linear in u, but differ when T is convex throughout the window. The logarithmic slope of T is

γ(u) = d ln T/du = (z/ħ)√(2m/(φ − u)).

It is positive and grows with u, because dγ/du = γ/[2(φ − u)]. Hence T″/T = γ² + dγ/du > 0, and T is convex. The chord of a convex function lies above it, so its end average exceeds its window average. In this model N > 1 at every non-zero bias for which φ − u stays positive, although both DOS are flat.

To obtain a closed form, keep the first term of ln T about u = 0: T = T₀ exp(βu), where

β = γ(0) = (z/ħ)√(2m/φ) = κ₀z/φ,  κ₀ = √(2mφ)/ħ.

Then

I = (CT₀/β)(e^{βv/2} − e^{−βv/2}) = (2CT₀/β) sinh(βv/2),
dI/dv = CT₀ cosh(βv/2),

and the ratio, multiplied by v, is x coth x. For small x it is 1 + x²/3. For large |x| it approaches |x|, a straight line in the bias whose slope is set by the barrier.

With z = 0.7 nm and φ = 4.5 eV, κ₀ = 10.87 nm⁻¹ and

β = 10.87 × 0.7/4.5 = 1.69 eV⁻¹.

At 2 V, x = 1.69 and x coth x = 1.81. The full square root gives N = 1.92. This value, like those below for the full square root, comes from Gauss–Legendre quadrature of the current and a finite-difference derivative. Most of the difference comes from the next term of ln T, βu²/(4φ), which is 0.09 at u = ±1 eV. It raises both ends of the window relative to its middle, and so raises N.

**The general statement**

Let ρs be continuous, let ρt be positive with a continuous derivative, and let I differ from zero. In the model above,

N = v { C ρs(v) ρt(0) T(v/2)/I − ½⟨γ⟩ − ⟨ρt′/ρt⟩ }.

The prime is the derivative with respect to the tip energy. The brackets denote an average weighted by the current:

⟨g⟩ = (C/I) ∫₀^v g ρs(E) ρt(E − v) T(E − v/2) dE.

For negative v both I and the integral change sign, so the weights remain positive.

Proof. The bias enters the current through the upper limit and through the integrand. Leibniz's rule gives

dI/dv = C ρs(v) ρt(0) T(v/2) + C ∫₀^v ρs(E) ∂/∂v[ρt(E − v) T(E − v/2)] dE.

At fixed E, the derivative of ρt(E − v) is −ρt′, and that of T(E − v/2) is −½ dT/du = −½γT. The bracket therefore differentiates to

−[ρt′/ρt + γ/2] ρt T.

Insert this, recognise the two averages, and multiply by v/I. This is the stated identity.

The wanted quantity ρs(v) stands in the first term alone, and there it is divided by a current that depends on all the sample states between 0 and v. The second term is the barrier's response to the bias. The third is the motion of the tip's structure through the energy window.

**The best case still fails**

Suppose that T is constant and the tip is flat. Then γ = 0 and ρt′ = 0, and

N(v) = ρs(v)/M(v),  M(v) = (1/v) ∫₀^v ρs(E) dE.

N is the DOS divided by its own running mean. Multiplying ρs by a constant changes nothing, so the absolute scale is lost.

The shape is also altered. Suppose that N = kρs on some interval where ρs > 0. Then M = 1/k there, which means ∫₀^v ρs dE = v/k. Differentiating gives ρs = 1/k. Proportionality over an interval therefore requires a flat DOS on it. It can hold approximately where M varies little.

The failure is plainest at the Fermi level. If both DOS are non-zero there and meet the conditions of the identity, dI/dv and I/v both tend to Cρs(0)ρt(0)T(0) as v → 0, and N → 1 whatever ρs(0) is. This holds with the barrier and the tip included. Take the sample ρs = 1 − 0.8 exp[−E²/(2w²)], with w = 0.3 eV. Its DOS at the Fermi level is 0.2, yet under a flat tip N at 0.01 V is 1.0015. If instead the sample has a gap, I vanishes inside it at zero temperature and N is undefined there.

**Two equal peaks that do not look equal**

Give the sample two Gaussian peaks of unit height on the unit background, centred at ±1.2 eV, with standard deviation σ = 0.12 eV. The true DOS is 2 at both centres. Keep the tip flat for now.

For constant T, the window from 0 to 1.2 eV holds half of one peak, with area σ√(π/2) = 0.150 eV. The running mean is 1 + 0.150/1.2 = 1.125, so N = 2/1.125 = 1.78. The same value appears at −1.2 V.

With the energy-dependent barrier, N is 2.77 at +1.2 V and 1.63 at −1.2 V. The equal peaks now differ by a factor of 1.7. The first term of the identity shows why: ρs(v) is weighted by T(v/2). At positive bias the newly opened sample states lie at the tip Fermi level, the top of the window, where transmission is highest. At negative bias they lie at the bottom, where it is lowest.

The flat case gives the size of this effect. With the linear exponent, the first term supplies the fraction

e^{x}/cosh x = 2/(1 + e^{−2x})

of dI/dV. With the full square root, the fraction is 0.064 at −2 V. Thus 6% of the conductance there comes from the sample DOS at the energy being probed, and the rest comes from the changing barrier. At +2 V the fraction is 1.94. It exceeds one because the barrier term is then negative: raising v raises the mean barrier for an electron of fixed E.

The maxima are also displaced from the true centres. For constant T the running mean alone puts them at ±1.181 V, on a 1 mV grid. With the energy-dependent barrier they lie at +1.174 V and −1.205 V. Beyond the peaks, at +2 V, the true DOS is back to 1.00 while N is 1.49.

**A structured tip**

The current has an exchange symmetry. Substitute E′ = E − v:

I[ρs,ρt](v) = C ∫_{−v}^0 ρs(E′ + v) ρt(E′) T(E′ + v/2) dE′.

Reversing the limits gives

I[ρs,ρt](v) = −C ∫₀^{−v} ρt(E′) ρs(E′ − (−v)) T(E′ − (−v)/2) dE′ = −I[ρt,ρs](−v).

The last integral is the original formula with the two DOS exchanged and the bias reversed. The minus sign cancels in N. A flat sample under a tip of DOS f therefore gives at V the same N as a sample of DOS f under a flat tip at −V. Filled sample states and empty tip states thus both produce peaks at negative bias, and the position of a peak alone does not say which electrode owns it.

Now let the tip have one empty-state peak, ρt(ε) = 1 + exp[−(ε − 0.7 eV)²/(2σ²)], with the same σ. Over a flat sample it appears near −0.7 V. Three cases at −0.7 V, with gap and work function held fixed, are:

both electrodes flat: N = 1.12
genuine sample peak at −0.7 eV, flat tip: N = 1.52
flat sample, tip peak at +0.7 eV: N = 2.02

The false peak rises 2.2 times as far above the flat result as the genuine one. By the exchange symmetry, it is equivalent to a sample peak at +0.7 eV measured at +0.7 V, where the new states have the favourable transmission. For the linear exponent the two transmissions differ by e^{0.7β} = e^{1.18} = 3.3. The ratio in N is smaller because each peak also adds to I, which divides the first term, and the better-transmitted peak adds more.

The tip can also lower the reading at a real peak. Return to the sample with two peaks. At −1.2 V the structured tip lowers N from 1.63 to 1.11, below even the flat-electrode value, which is 1.35 with the full square root (x coth x = 1.32 for x = 1.01). By this bias the tip peak lies inside the window, at E = v + 0.7 eV = −0.5 eV, where the sample is flat. The electrons that enter it from the sample have u = v/2 + 0.7 eV = 0.1 eV. As v becomes more negative, u falls and so does their transmission. The tip peak thus increases |I| while reducing dI/dV, and both changes lower N. At positive bias the tip supplies electrons from its filled states, so this empty peak leaves N at +1.2 V unchanged at 2.77.

**What the ratio achieves, and what can be recovered**

The ratio is useful for comparing spectra taken at different gaps. For the two-peak sample under the flat tip at +1.2 V, reducing the gap from 0.8 to 0.6 nm multiplies dI/dV by 60. N changes from 2.94 to 2.59, or by 12%. At +2 V it changes more, from 1.70 to 1.31, or by 23%. The remaining change reflects the barrier slope, since β is proportional to z.

If the tip is known to be flat and β is known, an estimate corrected for the barrier follows from the identity. Put ρt′ = 0 and γ = β, multiply by I/v, and solve for the DOS:

ρs(v) = [dI/dv + βI/2] / [C ρt T(v/2)].

This is exact for the linear exponent. For the full square root, inserting the true dI/dv shows that the estimate exceeds the true DOS by

[1/(2T(v/2))] ∫₀^v (β − γ) ρs T dE.

At the two sample peaks the estimate is 1.98 at +1.2 V and 2.07 at −1.2 V, against the true value of 2. At larger negative bias it fails, because the error is divided by a small T(v/2): at −2 V it gives about 1.9, where the true DOS is 1. Here C is known and the background fixes the scale. If C is unknown, the formula gives the shape alone.

The estimate does not repair an unknown tip. For the flat sample under the structured tip it gives 3.56 at −0.7 V, where the truth is 1. The false signal enters through well-transmitted states near E = 0 but is divided by the small transmission at E = v. A correction designed to restore weak filled states therefore magnifies the tip's empty states. Within this model, the tip can be characterised over a reference sample known to be flat: after exchange and bias reversal, the same formula estimates ρt, with the same loss of accuracy for deep filled states.

**Beside a real junction**

The parameters are roughly those of a metal tip over a clean metal surface, for which gaps of several tenths of a nanometre to about one nanometre and work functions of 4 to 5 eV are typical. At 2 V the mean field is 2 V/0.7 nm = 28.6 MV/cm. For the highest tunnelling electron, the lowest edge of the barrier without image forces is 4.5 − 2.0 = 2.5 eV, so this barrier is not in the field-emission regime.

The largest computed correction to the flat-electrode result is the image force. Midway between two ideal metal planes, the images lie at distances nz on both sides with alternating signs. Including the factor ½ for induced charge, the energy is

−(e²/4πε₀z)(1 − ½ + ⅓ − …) = −e² ln 2/(4πε₀z) = −1.43 eV.

Integrating the local decay constant over the tilted barrier, instead of using the mean height, changes N at 2 V from 1.92 to 2.01. Adding the full image potential raises it to 2.27. The two sample peaks then read 3.04 and 1.72. These figures take z as the distance between the image planes. Real electrodes depart from ideal planes, so they indicate a size rather than a precise correction.

Two other corrections, also computed, are smaller in this example. Thermal occupation at 300 K, with the mean barrier, changes the two peak readings from 2.77 to 2.63 and from 1.63 to 1.61. An exact wave calculation for a rectangular barrier, with band bottoms 8 eV below the Fermi level, gives a slope of 1.59 eV⁻¹ instead of 1.69 eV⁻¹. Under bias, this wave matching lowers the flat-electrode N at 2 V from 1.92 to 1.80 for the mean barrier, and from 2.01 to 1.82 for the tilted one. It acts against the image force and, for the tilted barrier, is about three quarters of its size. The values 2.01 and 2.27 belong to the WKB exponent alone.

Momentum parallel to the surface is a separate matter. A state with parallel wavenumber k decays at √(κ₀² + k²), so for k = 5 nm⁻¹ its transmission is 0.22 times that at k = 0. Even a perfect correction for bias would then give a DOS weighted towards small k, not the total DOS. Unequal work functions, tip orbital symmetry, inelastic tunnelling and modulation broadening are not included. In a semiconductor, band bending would also alter the relation between bias and sample energy.
